Thermal Grüneisen ratio at a three-dimensional displacive ferroelectric quantum critical point, part 2

At pressure p_c a continuous ferroelectric transition reaches temperature T = 0. With Γ = α/c_p, volume expansivity over heat capacity per unit volume, the theorem to be proved for T → 0 at p = p_c is

Γ = (5γ/8π²) D R(T) T⁻² [1 + O(L^(−1/2))],  (2)

R(T) = [1 + (17/20π²) g₀L]^(−25/51).  (3)

Here L = ln(Λ/T), Λ is the energy cutoff and g₀ the quartic coupling there. Units are ħ = k_B = 1, with v = 1 in the derivation; the example uses kelvin, meV and GPa. Entropy s and free energy f are per unit volume, the critical part of α is −γ∂s/∂r, and B is the bulk modulus.

Two transverse soft modes (n = 2) have

ω² = r + v²k², r = γ(p − p_c), γ ≠ 0.  (1)

The polar displacement φ has three components, k·φ(k) = 0 and potential ½rφ² + (u/4)(φ²)², with g = u/v³. Fluctuations along k̂ feel PMP, where P_ij = δ_ij − k̂_ik̂_j and M_ij = (r + gφ²)δ_ij + 2gφ_iφ_j. Eliminating modes from Λ to Λe^(−L) gives a free-energy term of order r² and

dg/dL = −(17/20π²)g², dr/dL = −(5/12π²)rg.  (14)

Free modes at r = 0 have α = γT/(6v³), Γ = 5γD/(8π²T²) and soft heat capacity

c = 2π²nT³/(15v³).  (7)

At gap yT, thermal fluctuations are measured by

h(y) = (1/2π²) ∫₀^∞ x² dx / {ε(e^ε − 1)}, ε = √(x² + y²),  (9)

with h(y) = 1/12 − y/(4π) + … . A small squared gap λ changes one mode's thermal free energy by ½λT²h; per mode, −∂s/∂r = (T/12)[1 − 3y/(2π)].

With acoustic velocities v_a, the soft share of the heat capacity is

D = (n/v³)/(n/v³ + Σ_a v_a⁻³),  (11)

and

c_p − c_V = T(∂s/∂V)_T (∂V/∂T)_p = BTα².  (12)

Acoustic modes with d ln ω/dp = γ_G/B add (1 − D)γ_G/B to Γ. Gradient mixing F enters the squared-frequency matrix [ r + v²k², Fk² ; Fk², v_a²k² ].

**Corollary (the logarithm).** The first equation of (14) is d(1/g)/dL = 17/(20π²). With b = 17/(20π²),

g(L) = g₀/(1 + bg₀L).  (17)

Dividing the equation for ln r by that for ln g gives

d ln r/d ln g = (5/12)/(17/20) = 25/51.

Thus r is multiplied by R = (g/g₀)^(25/51), which is (3). As T falls, more fluctuations screen the response to pressure, and R tends slowly to zero.

**Lemma 6 (thermal gap).** At r = 0 and T > 0 the interacting modes have, to leading order in g, a gap m = yT determined by

y² = (10/3)g h(y), y ≈ √(5g/18) for small g.  (18)

*Proof.* By Part I, a small squared gap λ of one mode changes its thermal free energy by ½λT²h. The sum of λ, averaged over directions, is

⟨Tr(PM)⟩ = (2/3)Tr M = 2r + (10/3)gφ².

The φ² term of the free energy is therefore ½(10/3)gT²h φ². Comparison with ½m²φ² gives m² = (10/3)gT²h. Evaluating h at the gap itself makes the equation self-consistent, and h(0) = 1/12 gives the small-g result. ∎

**Proof of the theorem.** Eliminate modes down to energy T, so that L = ln(Λ/T). Modes above T are mainly in their ground states, and their effect is contained in R and g. The remaining free energy has T as its only scale:

f(r,T) = f₀(r) + T⁴Φ(Rr/T², g),

up to the term of second order in r already mentioned. Let Φ₁ be the derivative of Φ with respect to its first argument, at zero argument. Then the thermal part of ∂f/∂r at r = 0 is T²RΦ₁. Since s = −∂f/∂T and dL/dT = −1/T,

α = γ ∂²f/∂T∂r = γT[2RΦ₁ − d(RΦ₁)/dL].  (19)

The derivative of ln R with respect to L is −(5/12π²)g, which is O(1/L) by (17). The second term is therefore small compared with the first.

To find Φ₁, note that r enters the energy as ½rφ². The derivative of the free energy with respect to r is hence ½⟨φ²⟩. Two transverse modes with gap yT have the thermal part ⟨φ²⟩ = 2T²h(y), so

Φ₁ = h(y) = (1/12)[1 − 3y/π + …].  (20)

Since y ∝ √g, the correction is of order L^(−1/2). Interactions among the classical long-wave modes have the expansion parameter gT/m ∼ √g. Once the gap has been included, they change ⟨φ²⟩ at relative order g, up to ln g. It follows that

α = (γT/6)R[1 + O(L^(−1/2))].

For the heat capacity, take the first-order energy (g/4)⟨(φ²)²⟩. Isotropy gives ⟨φ_iφ_j⟩ = δ_ijT²/18, because the trace is 2T²/12. Gaussian pairing gives

⟨(φ²)²⟩ = (9 + 6)(T²/18)² = 15T⁴/324.

The free energy changes by 5gT⁴/432. Two free modes have −π²T⁴/45, as integrating (7) twice confirms. The relative change is −(5/432)(45/π²)g, or about −0.053g, which vanishes as 1/L. The heat capacity therefore keeps its T³ law. Dividing α by c_p and including acoustic modes through D gives (2). ∎

**How slow is the approach?** For large L, (17) gives g ≈ 1/(bL), and (18) gives y ≈ √[5/(18bL)] ≈ 1.8/√L. The correction 3y/π in (20) is then about 1.7/√L, or 17 per cent at L = 100 in this leading form; the full equations (17) and (18) with g₀ = 1 give 1 − 12h ≈ 0.135 there. The asymptotic power of the logarithm cannot be read off over a few decades of temperature. The exponent 2 is much more robust, since all logarithmic factors vary slowly.

**An interacting model solved without a loop expansion**

The structure can be checked in a different model with N field components, no transverse condition and the quartic energy (g/4N)(φ²)². For N → ∞, φ²/N has negligible fluctuations. Each component is then a free mode whose squared gap m² solves

m² = δ + g[T²h(m/T) + Z(m)].

Here δ is the distance from criticality and Z the change of the zero-point fluctuation caused by m. With a wavevector cutoff Λ much larger than m,

Z = (1/4π²) ∫₀^Λ k² dk [1/√(k² + m²) − 1/k]
≈ (m²/8π²)[½ − ln(2Λ/m)].

For large L the logarithm is dominated by L. At criticality this gives y²(1 + gL/8π²) ≈ g/12. The free energy is stationary with respect to m², so the entropy is that of free modes at the gap m. By the small-gap result of Part I, per component,

−∂s/∂m² = (T/12)[1 − 3y/(2π)].

Differentiating the gap equation, with T²∂h/∂m² = −1/(8πy), gives

dm²/dδ = 1/[1 + gL/8π² + g/(8πy)]
≈ [1 − 3y/(2π)]/(1 + gL/8π²).

The last step uses g/(1 + gL/8π²) = 12y². Multiplying the two results gives the prediction

Γ T² (8π²/5γ)(1 + gL/8π²) = 1 − 3y/π + … .  (21)

For g = 1 the gap equation was solved and its entropy differentiated numerically. At L = 10² the left side was 0.849 and the right side 0.832. At L = 10⁴ they were 0.9763 and 0.9759, and at L = 10⁶ they were 0.99756 and 0.99755. Such values of L test the limit and are not attainable temperatures. The numbers confirm the logarithm and the square-root correction in this model. The factor T⁻² itself follows from scaling, because with energies measured in units of T the gap equation at criticality depends on T only through L. Its logarithm has the power −1; the power −25/51 belongs to the three-component dipolar model.

**Worked example**

The regime is that of KTaO₃ brought to criticality by a small niobium content. The parameters are rough, round values: v = 6 km/s, longitudinal and transverse acoustic velocities of 8 and 4 km/s, γ = 20 meV²/GPa and B = 200 GPa. The coupling g₀ = 1 at Λ = 10 meV is a model choice. With velocities in km/s, (11) gives

D = (2/6³)/(2/6³ + 1/8³ + 2/4³) = 0.218.

At 4 K, k_BT = 0.3447 meV. The free ratio is

Γ = 0.06333 × 20 × 0.2181/(0.3447)² = 2.32 GPa⁻¹.

With units restored, α = γk_B²T/(6ħ³v³) = 2.58 × 10⁻⁷ K⁻¹ and c_p = 110.8 J m⁻³ K⁻¹, whose quotient is the same.

For the interactions, L = ln(10/0.3447) = 3.37. Equation (17) gives g = 0.775, and (18) gives y = 0.390. The reductions are R = 0.883 and 12h = 0.706, with the product 0.623. The slow temperature derivative in (19) raises this to 0.630. Hence, with one more digit kept in each factor, Γ = 2.324 × 0.6305 ≈ 1.47 GPa⁻¹, or BΓ ≈ 293, compared with 465 for free modes.

With p and all parameters fixed, the interacting ratio rises from 0.373 GPa⁻¹ at 8 K to 22.7 GPa⁻¹ at 1 K. The local exponent −d ln Γ/d ln T lies between 1.975 and 1.978. It is slightly below 2 because, on cooling, the fall of R outweighs the rise of h. These values use leading logarithms at a coupling that is not small, so the third decimal of the exponent and the second digit of the factor depend on the approximation. The factor 0.63 is an estimate, whereas the near-constancy of the exponent follows from the slow flow.

**Neglected effects and the real material**

For free modes, closeness to criticality is a severe condition. At 4 K an offset of 1 MPa gives √r/T = 0.41 and lowers the free-mode expansivity by 18 per cent. The condition r = (k_BT)² is reached at an offset of 5.9 MPa at 4 K, but already at 0.37 MPa at 1 K. The interacting modes are less sensitive, because they already have a thermal gap. With an offset, (18) becomes y² = Rr/T² + (10/3)g h(y). At 4 K an offset of +1 MPa moves y from 0.39 to 0.53 and lowers the expansivity by only about 2 per cent; an offset of 5.9 MPa lowers it by about 18 per cent.

Gradient mixing with the illustrative value F = 0.4vv_a would raise Γ by about 8 per cent; as F approaches the stability limit vv_a the share tends to v_a²/(v² + v_a²) = 0.31 and the rise to about 40 per cent. The first-order interaction correction lowers the soft heat capacity by 4 per cent; at this coupling higher orders can change that figure appreciably. Ordinary acoustic expansion with γ_G = 2 contributes 0.3 per cent of the free Γ. For the lowest longitudinal polar branch, at roughly 20 meV, the Boltzmann factor at 4 K is about 6 × 10⁻²⁶.

Transverse modes mix with light below a wavevector of about √ε_∞ ω_LO/c, where c is here the speed of light. A crystal with several polar branches has several longitudinal frequencies; the highest, roughly 100 meV, gives an upper estimate of this wavevector. With it and ε_∞ = 4.5 the result is 0.012 of the thermal wavevector k_BT/(ħv). The r-derivative of the entropy contains ∫x²dx/[4 sinh²(x/2)] = π²/3, whose integrand tends to 1 at small x. The affected region thus holds about 0.012/3.29, or 0.4 per cent, of the integral. The actual change is much smaller. Call this wavevector k*. The mixed mode has ω² ≈ w(r + v²k²) with w = k²/(k² + k*²), so the integrand becomes w x²/[4 sinh²(√w x/2)], which still tends to 1 at small x. On cooling far below ħvk*/k_B, about 0.05 K here, the thermal modes have ω ≈ vk²/k*. Then c ∝ T^(3/2) and α ∝ T^(1/2), so that Γ ∝ T⁻¹. The T⁻² law of a real crystal is thus bounded from below in temperature.

Strain feedback can be estimated from a uniform volume strain e with energy ½Be² + ½aeφ². An applied pressure gives e = −p/B, hence γ = −a/B. The strain induced by φ² is −aφ²/(2B), and eliminating it adds −(Bγ²/8)φ⁴. Comparison with (u/4)φ⁴ gives

δg = −Bγ²/(2v³).

From (12) and the free results, (c_p − c_V)/c_p = (5D/48π²)Bγ²/v³. The computed value 0.048 per cent implies Bγ²/v³ ≈ 0.21 and δg ≈ −0.10. This bare value is about an eighth of g at 4 K. The coupling of strain to φ² is screened like r, so at scale T the feedback carries a factor R² and is about a tenth of g at 4 K. Since R²/g grows as L^(1/51), its relative weight increases slowly on cooling. Strain waves also depend on direction and frequency, so their effect on the logarithm is not captured by this number.

In the real material, pure KTaO₃ is near the critical point but not at it, and the niobium that tunes it also introduces disorder. Variations of composition spread the local value of r. If that spread is equivalent to 1 MPa on either side of p_c, regions with r > 0 show at 4 K a shift of up to nearly a fifth for free modes, but of only a few per cent once the thermal gap is included. Regions with r < 0 are unstable in the free theory. In the interacting estimate they keep a gap while R|r| < (5/18)gT², which at 4 K means offsets down to about −1.4 MPa; at −1 MPa the expansivity is lowered by about a tenth. At 1 K the same spread exceeds the offset at which r = (k_BT)², and the T⁻² law can no longer be expected to hold. Local polar regions are outside the model. The soft branch of KTaO₃ is strongly anisotropic, which changes D through the average of v⁻³, and Γ is proportional to the rough value of γ. The amplitude here is therefore an order-of-magnitude estimate for such a crystal, not a measured value. The full temperature series is in the numerical output.

Calculated quantities

```
FREE MODES AND LATTICE
amplitude 5/(8 pi^2): 0.063326; from entropy: 0.063306
lattice amplitude / continuum amplitude: 0.9925
lattice exponent of 1/T: 2.0052
ONE-LOOP COEFFICIENTS (dimensionless)
r^2: 2.0000, r g phi^2: 6.6668, g^2 phi^4: 6.8001
thermal-gap coefficient: 3.3333
flow rates: r 0.04222, g 0.08612
log exponent from loops: 0.49020; 25/51 = 0.49020
MANY-COMPONENT MODEL, g = 1
L=1e+02: gap/T=0.17601, scaled Gamma T^2=0.84947, predicted=0.83192
L=1e+04: gap/T=0.02524, scaled Gamma T^2=0.97628, predicted=0.97589
L=1e+06: gap/T=0.00256, scaled Gamma T^2=0.99756, predicted=0.99755
EXAMPLE INPUTS (rough, round)
velocities soft, LA, TA: 6, 8, 4 km/s
gamma: 20 meV^2/GPa; B: 200 GPa
coupling at cutoff: 1.0; cutoff: 10 meV
soft-mode heat-capacity share D: 0.2181
EXAMPLE: free alpha (1e-6/K), c_p (J/m^3/K), free Gamma (1/GPa)
T=1 K: kT=0.0862 meV, alpha=0.0644, c_p=1.731, Gamma=37.19
T=2 K: kT=0.1723 meV, alpha=0.1288, c_p=13.85, Gamma=9.298
T=4 K: kT=0.3447 meV, alpha=0.2575, c_p=110.8, Gamma=2.324
T=8 K: kT=0.6894 meV, alpha=0.5151, c_p=886.4, Gamma=0.5811
EXAMPLE WITH INTERACTIONS (leading logs, self-consistent gap)
T=1 K: L=4.754, g=0.7095, gap/T=0.3754, R=0.8452, 12h=0.7151
   factor=0.6108, Gamma=22.72 1/GPa, exponent of 1/T=1.9780
T=2 K: L=4.061, g=0.7409, gap/T=0.3825, R=0.8633, 12h=0.7107
   factor=0.6204, Gamma=5.768 1/GPa, exponent of 1/T=1.9772
T=4 K: L=3.368, g=0.7752, gap/T=0.3899, R=0.8826, 12h=0.7061
   factor=0.6305, Gamma=1.465 1/GPa, exponent of 1/T=1.9763
T=8 K: L=2.675, g=0.8128, gap/T=0.3979, R=0.9034, 12h=0.7013
   factor=0.6411, Gamma=0.3726 1/GPa, exponent of 1/T=1.9753
NEGLECTED EFFECTS AT 4 K
dimensionless B*Gamma: free 464.9, interacting 293.1
1 MPa mistuning: gap/T=0.4103, free alpha factor=0.8169
pressure offset with r=(kT)^2: 5.941 MPa at 4 K, 0.371 MPa at 1 K
acoustic Gamma (mode parameter 2): 0.00782 1/GPa, 0.336 % of free Gamma
gradient mixing 0.4 v_soft v_TA: Gamma changes by factor 1.0767
(c_p-c_V)/c_p: 0.0479 %
first-order interaction change of soft heat capacity: -4.09 %
LO gap 20 meV (rough): exp(-gap/kT)=6.3e-26
thermal wavevector 0.0873 1/nm; photon-coupling wavevector / thermal: 0.0123
```
